Second-Harmonic Intensity of Two Monolayers Twisted by Twenty Degrees

**Problem**

Two identical monolayers with the symmetry of MoS₂ (point group D3h) lie on top of each other. At zero twist all their crystal axes coincide, which is called parallel alignment. The upper layer, layer 2, is then turned by δ = 20° about the surface normal. A pump beam of frequency ω arrives at normal incidence, and light at 2ω is collected without an analyser. Neither layer absorbs at ω or 2ω, neither changes the second-order response of the other, and their separation is negligible compared with the wavelength, so the two second-harmonic (SH) waves are co-phased.

(a) What is the ratio of the SH intensity I of the pair to the intensity I₁ of one layer?

(b) What changes if an analyser passes only the SH component parallel to the pump field?

(c) How well do the assumptions hold for MoS₂ on fused silica, pumped at 1560 nm?

**A tempting solution**

The nonlinear polarisation is fixed to the crystal. Turning the crystal by 20° therefore turns its SH field by 20°. Two co-phased fields of equal length at that angle give

I/I₁ = 1 + 1 + 2 cos 20°,

which is a little below 4.

The addition of fields is sound: co-phased waves must be added as vectors before squaring. The fault is in the angle. The SH field would turn with the crystal if the pump polarisation turned too. Here the pump stays fixed, so the twist also changes the pump direction as seen from the crystal. The response to that change has to be found from the symmetry of the layer.

**The response of one layer**

Write the fields as E(t) = E exp(−iωt) + complex conjugate, and let P be the polarisation per unit area at 2ω. Take x along the armchair direction of layer 1, y in the plane and z along the normal. Angles are counted counterclockwise. The crystal has a threefold axis along z, a mirror that sends y to −y, and a mirror that sends z to −z.

The last mirror forbids tensor elements with an odd number of z indices. At normal incidence the pump has no z component, so P_z would need an element with a single z index. Hence P_z = 0.

For the in-plane part, define

E₊ = E_x + iE_y,  E₋ = E_x − iE_y,

and P₊, P₋ likewise. When a vector is turned by α, its plus component is multiplied by exp(iα) and its minus component by exp(−iα). The most general quadratic law for P₊ is

P₊ = A E₊² + B E₊E₋ + C E₋².

Turn all vectors by α = 120°. The left side gains exp(iα), while the three terms on the right gain exp(2iα), 1 and exp(−2iα). Because exp(3iα) = 1, the last factor equals exp(iα); the other two do not. Threefold symmetry therefore requires A = B = 0. The same argument leaves an E₊² term in P₋. The mirror y → −y exchanges plus and minus, so both coefficients are equal. Call them ε₀χₛ, where χₛ is the second-order sheet susceptibility:

P₊ = ε₀χₛE₋²,  P₋ = ε₀χₛE₊².

Returning to Cartesian components,

P_x = (P₊ + P₋)/2 = ε₀χₛ(E_x² − E_y²),

P_y = (P₊ − P₋)/(2i) = −2ε₀χₛE_xE_y.

One independent constant describes the whole response.

**Turning the crystal under a fixed pump**

Let the crystal be turned by θ. In its own frame, marked by a prime, the pump appears turned by −θ, so

E₋′ = exp(iθ)E₋.

The crystal law gives

P₊′ = ε₀χₛ(E₋′)² = ε₀χₛ exp(2iθ)E₋².

Going back to the laboratory frame turns the polarisation by +θ and supplies one more factor exp(iθ):

P₊ = ε₀χₛ exp(3iθ)E₋².

Similarly, P₋ = ε₀χₛ exp(−3iθ)E₊².

For a linearly polarised pump of amplitude E at angle a, E₋ = E exp(−ia). Then

P₊ = ε₀χₛE² exp[i(3θ − 2a)].

The polarisation has a length independent of θ and points in the direction

angle of P = 3θ − 2a.

This locates the error. If crystal and pump both turn by δ, the SH vector turns by 3δ − 2δ = δ, as the tempting solution assumed. If the pump is fixed, the SH vector turns by 3δ.

**(a) The total intensity**

For δ = 20° the two SH vectors are 60° apart. Put the pump along x, so a = 0, and measure fields in units of the monolayer SH amplitude. The vectors are

e₁ = (1, 0),  e₂ = (cos 60°, sin 60°) = (0.5, 0.866).

Their sum is (1.5, 0.866), and therefore

I/I₁ = 1.5² + 0.866² = 2.25 + 0.75 = 3.

The SH intensity of the pair is three times that of one layer. For any twist,

I/I₁ = 1 + 1 + 2 cos 3δ = 4 cos²(3δ/2).

The ratio is 4 at δ = 0, where the vectors are parallel. It is 2 at δ = 30°: the fields are still coherent, but they are perpendicular and have no cross term. It is 0 at δ = 60°, the antiparallel alignment, where the vectors are opposite. The reference orientation thus matters. A pair turned by 20° from antiparallel alignment has δ = 40° and gives 2 + 2 cos 120° = 1.

The result does not require a linearly polarised pump. The intensity is proportional to

|P_x|² + |P_y|² = (|P₊|² + |P₋|²)/2.

Adding layer 2 multiplies P₊ by 1 + exp(3iδ) and P₋ by 1 + exp(−3iδ). Both factors have squared modulus 2 + 2 cos 3δ. Each circular part of the SH intensity is therefore tripled at 20°, whatever the pump polarisation.

**(b) With a parallel analyser**

The component of a layer's SH field along the pump is the cosine of the angle between them:

cos(3θ − 2a − a) = cos[3(a − θ)].

For the pair, with θ = 0 and θ = δ, the analysed amplitude is

cos 3a + cos(3a − 3δ) = 2 cos(3δ/2) cos[3(a − δ/2)].

At δ = 20° the prefactor is 2 cos 30° = √3. The peak analysed intensity is again three times the monolayer peak, but it has moved from a = 0 to a = 10°. At the fixed pump angle a = 0, the analyser passes just the x component of the sum, and the ratio is 1.5² = 2.25. A ratio taken at one analyser setting is thus generally not the ratio of total intensities.

The shift also carries information that the total intensity lacks. Twists of +20° and −20° both give 3, because the cosine is even. The peak moves to +10° in one case and −10° in the other, so its position relative to that of layer 1 reveals the sense of the twist.

**(c) MoS₂ on fused silica**

*Intensities.* The pump arrives from the air side, and the SH light is collected on that same side. The material values here are rough: a bulk-equivalent second-order susceptibility of 20 pm/V and a layer spacing d = 0.65 nm. Their product is χₛ = 1.3×10⁻²⁰ m²/V. The substrate indices, set for this calculation to represent fused silica, are n₁ = 1.444 at the pump wavelength λ = 1560 nm and n₂ = 1.454 at the SH wavelength of 780 nm. The chosen peak pump intensity is I_p = 10 GW/cm² = 10¹⁴ W/m².

A polarised sheet in vacuum carries the current −2iωP per unit area. This current equals the jump in magnetic field, shared between two equal outgoing waves, and gives each wave the electric amplitude iωP/(ε₀c). At a substrate of index n, the incident and reflected waves add to 1 + r, where r = (1 − n)/(1 + n), so 1 + r = 2/(1 + n). This factor multiplies the pump field once for each of its two powers in P. It also multiplies the emitted SH field, because the wave sent towards the substrate is partly reflected. With E₀ the incident pump amplitude,

|E_SH| = (ω/c)χₛ|E₀|² [2/(1 + n₁)]² [2/(1 + n₂)].

In this field convention an intensity is 2ε₀c|E|². Inserting |E₀|² = I_p/(2ε₀c) and ω = 2πc/λ yields

I₁ = 2π²χₛ²I_p²/(ε₀cλ²) · [2/(1 + n₁)]⁴ [2/(1 + n₂)]².

With the numbers above,

I₁ = 2π²(1.3×10⁻²⁰)²(10¹⁴)²/[ε₀c(1.56×10⁻⁶)²] · (2/2.444)⁴(2/2.454)² W/m²,

which is 0.15 W/cm². The ideal pair gives three times as much, 0.46 W/cm². That is 4.6×10⁻¹¹ of the pump intensity. The wave sent into the substrate carries n₂ times as much, so the total conversion is about 1.1×10⁻¹⁰, and depletion of the pump by SH generation is negligible.

*Finite spacing.* Close to the substrate, for kz ≪ 1, the field of the incident and reflected waves is

exp(−ikz) + r exp(ikz) ≈ (1 + r)(1 − inkz),

since (1 − r)/(1 + r) = n. The upper layer thus has a pump phase of −n₁k₁d relative to the lower one. This phase is doubled in the SH source. SH light reaches the air side from each layer both directly and by reflection from the substrate. These two paths give the same dependence on height as for the pump, with n₂ and k₂ in place of n₁ and k₁, so emission adds −n₂k₂d, with k₂ = 2k₁ = 4π/λ. The total phase of layer 2 relative to layer 1 has the magnitude

|φ| = 4πd(n₁ + n₂)/λ = 4π(0.65)(2.898)/1560 = 0.0152 rad.

For a linear pump, e₁ and e₂ are real, and the phase alone would make the ratio 2 + 2 cos 3δ cos φ. This change is of second order in φ. The field strength above the substrate also varies with height at second order, a similarly small effect that is left out of this formula and the next. A circular pump has one nonzero component, E₊ or E₋, and the ratio is 2 + 2 cos(3δ ± φ). The change is then of first order, about 2 sin 60° × 0.0152 = 0.026 either way.

*Linear screening.* Each layer also responds linearly to the fields. Let q = k(ε − 1)d for one layer of relative permittivity ε. For N layers of negligible spacing, the field E at the interface obeys

E = [2/(1 + n)](E₀ + iNqE/2),

or, after collecting the terms in E,

E = 2E₀/(1 + n − iNq).

For real q the squared modulus contains (1 + n)² + N²q², so going from one layer to two lowers it by the fraction 3q²/(1 + n)² to leading order. The SH intensity contains this factor twice for the pump and once for the emission. With rough permittivities of 16 at the pump and 19 at the SH frequency, the relative loss is

6q₁²/(1 + n₁)² + 3q₂²/(1 + n₂)² ≈ 0.006.

A coherent calculation with both layers, their spacing, their linear response and the substrate gives 2.981 for a linear pump. This is 0.6% below 3, which screening accounts for at this precision. The layers are taken as sheets at heights d/2 and 3d/2 above the substrate. The last digit depends on the rough inputs: an extra 0.3 nm gap to the substrate gives 2.982, a spacing and thickness of 0.615 nm gives 2.983, and permittivities of 18 and 22 give 2.975. For the circular pumps (1, +i) and (1, −i) it gives 3.007 and 2.955, displaced from the linear result by the 0.026 found above.

*Absorption.* If ε has an imaginary part ε″ at 2ω, the denominator for SH emission becomes 1 + n₂ + Nk₂ε″d − iNq₂, where q₂ now denotes the real part. The second layer then weakens the emission in first order, by a fraction of about 2k₂ε″d/(1 + n₂). For ε″ = 10, with all other settings held fixed, this estimate is 4%, and the coherent calculation lowers the ratio from 2.981 to 2.862. Doubling ε″ from 5 to 10 increases the loss by a factor of 1.95, close to the factor of 2 of a first-order effect. Absorption at ω acts in the same order: an imaginary part ε″ at the pump frequency lowers the ratio by about 4k₁ε″d/(1 + n₁), again 4% for ε″ = 10. Absorption thus enters in first order in the layer thickness, while screening by transparent layers enters only in second order. A phase of χₛ itself would be common to identical layers and would cancel.

*Comparison with real samples.* The SH photon energy is 1.59 eV, below the energy of the lowest direct exciton of a monolayer, set here to a rough 1.85 eV, by about ten thermal energies at 300 K. This supports the neglect of strong direct absorption at 2ω. Defects may still absorb there, and if the layers couple electronically, so may weak phonon-assisted transitions across the smaller indirect gap of the bilayer. The chosen pump intensity belongs to focused short pulses. Its peak incident field in air is 2.7 MV/cm, and three pump photons together exceed the exciton energy; higher-order response and three-photon absorption are outside the model. So is the spread of directions in a tightly focused beam. Reported susceptibilities of MoS₂ vary widely, and the absolute intensities scale with their square, while the ratio for identical layers does not depend on them.

Two assumptions are not tested by this calculation: identical response, and absence of electronic coupling between the layers. The effect of a given change in SH amplitude can still be sized without predicting the coupling. If one SH amplitude is 5% weaker, the ratio is

1 + 0.95² + 2(0.95)(0.5) = 2.85.

If both are 5% weaker than that of the isolated monolayer, it is 3(0.95²) = 2.71. An error in the twist enters through the derivative

d(I/I₁)/dδ = −6 sin 3δ per radian = −0.091 per degree at 20°.

One degree of misalignment thus moves the ratio by 3% of its value. For these parameters, a 5% change in response or a one-degree twist error matters more than the spacing and screening of transparent layers. The computed values are collected in the numerical output below.

Computed values

```
Twist from parallel: 20 deg
Independent tensor elements: 1
Angle between SH vectors: 60 deg
Summed SH x component / mono: 1.5
Summed SH y component / mono: 0.86603
Summed SH amplitude / mono: 1.7321
Bilayer/mono total intensity: 3
Ratio, 20 deg from antiparallel: 1
Peak parallel-analysed ratio: 3
Peak pump angle: 10 deg
Parallel-analysed ratio at pump 0 deg: 2.25
Pump wavelength: 1560 nm
SH wavelength: 780 nm
Pump photon energy: 0.7948 eV
SH photon energy: 1.59 eV
Rough exciton energy: 1.85 eV
Temperature: 300 K
Exciton detuning / thermal energy: 10.1
Layer spacing: 0.65 nm
Rough permittivity at pump: 16
Rough permittivity at SH: 19
Silica index at pump: 1.444
Silica index at SH: 1.454
Rough bulk-equivalent chi2: 20 pm/V
Sheet chi2: 1.3e-20 m2/V
Peak pump intensity: 10 GW/cm2
Peak pump field in air, incident wave: 2.74 MV/cm
Monolayer SH intensity: 0.154 W/cm2
Bilayer SH intensity: 0.461 W/cm2
Bilayer SH / pump intensity: 4.61e-11
Path phase in air: 0.0105 rad
Path phase with substrate: 0.0152 rad
Full transparent ratio, linear pump: 2.9813
Full ratio, circular pump (1,+i): 3.0074
Full ratio, circular pump (1,-i): 2.9551
Contrast imaginary permittivity at SH: 10
Absorbing ratio, linear pump: 2.8617
Loss ratio when absorption doubles: 1.95
Ratio change per degree of twist: -0.0907 1/deg
Ratio if one response is 5% weaker: 2.8525
Ratio if both responses are 5% weaker: 2.7075
```
